# Choosing the damping factor in a self-heating transistor calculation

A transistor carrying current at high voltage heats itself. The temperature rise changes its current, the new current changes the heat, and the device settles where the two agree. A simulation can seek this state by alternation: solve the electrical equation at a frozen temperature, solve the thermal equation with the resulting heat, and repeat. Sometimes the temperatures settle. Sometimes they jump between cold and hot, or climb without return. The first failure can be a defect of the iteration alone; the second can announce a real thermal runaway.

A setting that can cure the first failure is the damping factor, also called the linear mixing factor. Electronic-structure programs offer it for their self-consistency loops, where an input density or potential is mixed with the output computed from it. Here the mixed quantity is temperature. With $\Phi(T)$ the temperature returned by one full sweep, the damped iteration is

$$T_{k+1}=T_k+\omega\,[\Phi(T_k)-T_k].$$

The value $\omega=1$ is plain alternation, and $0<\omega<1$ takes part of the proposed step. The alternative is a coupled Newton method, which updates the electrical and thermal unknowns together.

## What decides convergence

A self-consistent temperature satisfies $T^*=\Phi(T^*)$. Let $e_k=T_k-T^*$, and define the loop gain as $g=\Phi'(T^*)$. For a smooth sweep and $\omega=1$, Taylor expansion gives

$$e_{k+1}=\Phi(T^*+e_k)-\Phi(T^*)=g\,e_k+O(e_k^2).$$

If $|g|<1$, there is a neighbourhood of $T^*$ in which $|\Phi'|\le q<1$. The mean value theorem then gives $|e_{k+1}|\le q|e_k|$, so the iteration converges. If $|g|>1$, a neighbourhood exists in which $|\Phi'|\ge q>1$, and every nonzero error grows until the iterate leaves it. At $|g|=1$ the linear term does not decide.

A gain magnitude above one therefore requires a change to the plain iteration. Which change works depends on the sign of $g$. Subtracting $T^*$ from the damped iteration gives

$$e_{k+1}=[1-\omega(1-g)]e_k+O(e_k^2).$$

The multiplier $\mu=1-\omega(1-g)$ has magnitude below one when

$$0<\omega(1-g)<2.$$

For $g<1$, division by the positive number $1-g$ gives

$$0<\omega<\frac{2}{1-g}.$$

This includes $g<-1$, where the upper limit lies below one and plain alternation fails. For $g>1$, division by the negative number $1-g$ reverses the inequalities:

$$\frac{2}{1-g}<\omega<0.$$

No positive damping factor then works. Even a very small one leaves $\mu=1+\omega(g-1)>1$: it slows the departure without preventing it.

## Where the gain comes from

Write the electrical equation as $F(I,T)=0$ and the thermal equation as $H(I,T)=0$, with subscripts for partial derivatives. At frozen temperature, the electrical solve responds according to

$$F_I\,dI+F_T\,dT=0,\qquad \frac{dI}{dT}=-\frac{F_T}{F_I}.$$

The thermal solve then returns a new temperature satisfying $H_I\,dI+H_T\,dT_{\rm new}=0$. Hence

$$g=\frac{dT_{\rm new}}{dT}=-\frac{H_I}{H_T}\frac{dI}{dT}=\frac{H_IF_T}{H_TF_I}.$$

The gain is a property of the whole loop, including the bias circuit.

**Thermal part.** SI units are used, since they are natural for devices. Take a heat path of length $L$ and cross-section $S$, with its sink at $T_0$ and conductivity $k=k_0T_0/T$. With $x$ measured from the sink towards the transistor, the steady heat flow is $P=kS\,dT/dx$. Therefore

$$P\,dx=k_0ST_0\frac{dT}{T},\qquad PL=k_0ST_0\ln\frac{T}{T_0}.$$

Defining $R_0=L/(k_0S)$ gives

$$T=T_0\exp\left(\frac{R_0P}{T_0}\right).$$

**Electrical part.** Consider a square-law transistor in saturation at fixed gate voltage $V_G$ and drain voltage $V_D$, with source resistance $R_s$. All the heat $P=V_DI$ enters one thermal node. The current is

$$I=Ku^2,\qquad K=K_0(T/T_0)^{-m},$$

$$u=V_G-V_0+a(T-T_0)-IR_s.$$

Here $u>0$ is the overdrive, $V_0$ the threshold voltage at $T_0$, $a$ the rate at which the threshold falls on heating, and $m$ the mobility exponent. Let $s=u+IR_s$, which is known at frozen temperature. Substituting $I=Ku^2$ gives $KR_su^2+u-s=0$, whose positive root is

$$u=\frac{2s}{1+\sqrt{1+4KR_ss}}.$$

To find the temperature response, differentiate $\ln I=\ln K+2\ln u$, using $du=a\,dT-R_s\,dI$:

$$\frac{dI}{I}=-\frac{m}{T}dT+\frac{2}{u}(a\,dT-R_s\,dI).$$

Move the $dI$ term to the left and use $I/u=Ku$:

$$(1+2KuR_s)\frac{dI}{I}=\left(\frac{2a}{u}-\frac{m}{T}\right)dT.$$

Differentiating the thermal law gives $\Phi'=\Phi(R_0V_D/T_0)\,dI/dT$. At the operating point $\Phi=T$ and $R_0V_DI/T_0=\ln(T/T_0)$, so

$$g=\ln\frac{T}{T_0}\;\frac{2aT/u-m}{1+2KuR_s}.$$

The threshold term raises the current on heating and favours positive gain. It is large at small overdrive. Mobility loss lowers the current and favours negative gain. Source resistance divides either response by a number above one, because a larger current reduces its own overdrive.

Since the threshold term is positive, $g>-m\ln(T/T_0)$. A gain below $-1$ therefore requires

$$T>T_0e^{1/m}.$$

This condition is necessary but not sufficient. For $T_0=300$ K and $m=2.5$ it gives 447.5 K. In this model, an oscillation that grows away from the solution therefore belongs to a hot device; at smaller negative gain the errors also alternate in sign, but they decay.

## Negative gain: the iteration fails, the device does not

Take a narrow transistor with $K_0=0.015$ A/V², $V_G=15$ V and $V_D=30$ V. The other round model parameters are $R_0=10$ K/W, $a=0.005$ V/K, $V_0=3$ V and $R_s=0.1$ Ω. The self-consistent current is 0.5914 A, so the heat is $30\times0.5914=17.74$ W and

$$T^*=300\exp(10\times17.74/300)\approx542\ \text{K}.$$

The overdrive is 13.15 V. The two contributions to the gain are $2aT/u=5.420/13.15=0.412$ and $-m=-2.5$. With $\ln(T/T_0)=0.5914$ and $2KuR_s=2IR_s/u=0.0090$,

$$g=0.5914\times\frac{0.412-2.5}{1.0090}=-1.224.$$

An initial error of 1 K becomes $-1.219$, $1.499$, $-1.823$ and $2.248$ K on successive plain sweeps. The alternating sign comes from negative gain, the growth from its magnitude.

The later behaviour follows from the shape of $\Phi$. If heat falls with temperature, $\Phi$ is decreasing. Since heat is nonnegative, every output lies between $T_0$ and $\Phi(T_0)$. The twice-applied map $\Phi(\Phi(T))$ is increasing, so every second iterate forms a monotone bounded sequence. The two sequences either meet at the fixed point or approach the two members of a two-cycle. With $g<-1$ the fixed point repels, so an iteration that does not land on it exactly must approach a cycle.

For this device the heat was checked to fall on a grid covering that interval. A start at $T_0$ first jumps to 2415 K and finally alternates between 319 and 1863 K. These temperatures are artefacts of the iteration. Neither is an operating temperature, and the device model has no authority at the upper one.

The damping limit is $2/(1+1.224)=0.899$. With $\omega=0.5$ the local multiplier is

$$\mu=1-0.5(1+1.224)=-0.112,$$

so each sweep near the solution leaves about 11% of the error. Starting from $T_0$, this setting brings the error below $10^{-6}$ K in 11 sweeps.

That cold start succeeded, but the window derived above is local. A global choice is available when $\Phi$ is decreasing and its slope has a known lower bound $-B$ on $[T_0,\Phi(T_0)]$. If $0<\omega\le1/(1+B)$, the damped map has slope $1-\omega+\omega\Phi'\ge0$ and preserves order. A start below $T^*$ then stays below it. Since $\Phi(T)>T$ there, the temperatures rise monotonically to the solution. This factor can be much smaller than the best local one: for the narrow transistor it is about 0.027, against 0.450. It guarantees the approach but makes it slow, so a larger factor should take over near the solution.

Drain voltage also moves the device across the convergence boundary. With the other parameters fixed, the gain reaches $-1$ at $V_D\approx19.0$ V. Tests 3% below and above this voltage showed a small error shrinking and growing, respectively, under plain alternation. A voltage ramp can therefore converge for many points and then begin to oscillate with no thermal instability of the model. The temperatures involved are high. The boundary lies near 483 K and the example at 542 K, both above the usual junction ratings of silicon devices, 423 to 448 K; at 448 K the gain is only about $-0.85$. The exponent $m=2.5$ is also at the high end: with $m=2$ the boundary moves to about 575 K, and with $m=1.5$ to about 955 K. The $1/T$ law describes a semiconductor crystal better than a metal mount; with constant conductivity and $m=2.5$ the boundary is near 590 K. For a silicon transistor of this kind within its rating, negative gain slows plain alternation but does not make it diverge.

## Positive gain: the warning is physical

To separate numerical from physical instability, give the thermal node a heat capacity $C$:

$$C\frac{dT}{dt}=P(T)-\frac{T_0}{R_0}\ln\frac{T}{T_0}.$$

For a small deviation $\delta T$, differentiation gives

$$C\frac{d\,\delta T}{dt}=\left(P'-\frac{T_0}{R_0T^*}\right)\delta T.$$

Let $R_d=R_0T^*/T_0$, the slope $dT/dP$ of the thermal law. Then $g=R_dP'$, and the deviation varies as $e^{\gamma t}$ with

$$\gamma=\frac{g-1}{R_dC}.$$

Physical stability requires $g<1$; it does not require $g>-1$. The continuous device responds gradually, whereas a plain sweep jumps to the steady temperature belonging to the old heat. With $C=0.01$ J/K, the narrow transistor has $\gamma=-12.3$ s⁻¹ and returns to its operating point although the alternation leaves it.

Now take a transistor one hundred times wider, with $K_0=1.5$ A/V², $V_G=3.05$ V, $V_D=50$ V and the same remaining parameters. Keeping $R_0$ and $R_s$ unchanged assumes that they are set by the mounting and the external wiring; if they fell in proportion to the width, this example would not be unstable. One of its self-consistent points lies at 360.1 K, with 0.1096 A and 5.48 W. The overdrive is only 0.3396 V, so the threshold term is $3.601/0.3396=10.60$. With $\ln(T/T_0)=0.1826$ and $2IR_s/u=0.0645$,

$$g=0.1826\times\frac{10.60-2.5}{1.0645}=1.39.$$

Here $\gamma=3.25$ s⁻¹: a small deviation grows in time. Integration of the thermal equation confirmed the rates of both devices.

Plain alternation started 1 K above this point gives errors of 1.395, 1.949 and 2.729 K, and passes 600 K at sweep 14. In the model the climb ends at a third operating point near 1460 K, far beyond the range where the model can be trusted; a real device would probably be destroyed first. Started 1 K below, it settles at another operating point at 303.1 K, where $g=0.445$. The 360 K point separates these two outcomes. Damping factors of 0.1, 0.5 and 1 were tested from both sides, and all moved away from it.

A negative factor can find the point. Its window is $-5.12<\omega<0$, and $\omega=-1$ converged in the test. Such a step moves against the temperature change requested by the thermal solve. It can locate an unstable solution but does not describe heating in time.

Another route is to prescribe the current. At fixed $I$ and $V_D$ the heat no longer depends on temperature, so the loop gain is zero. One thermal solve gives $T$, and the electrical equation then gives the required $V_G$. Scanning the current traces operating points on both sides of $g=1$. If a real circuit holds both $I$ and $V_D$, by regulating the gate, the same point is thermally stable in this one-node model, because the feedback has been removed. Two limits apply. A current source in the drain at fixed $V_G$ lets $V_D$ move instead, and the feedback returns with reversed sign: with a channel-length modulation of 0.01 V⁻¹ the gain is about $-4.4$ for the wide transistor and about $+5.4$, unstable, for the narrow one. Also, fixing the total current does not fix how it is shared across a wide device. Split the wide transistor into two halves, each with half of $K_0$ and twice $R_s$, with self-resistance 18 K/W and mutual resistance 2 K/W. The mode in which one half heats while the other cools keeps the gain $0.8\times1.39=1.11$, and one half takes over the current.

The cool point needs a caution. Its overdrive is at most $0.05+0.005\times3.1\approx0.065$ V, only a few times the thermal voltage of about 0.026 V. The neglected subthreshold current matters there, so its temperature is a result of the square-law model and not a reliable device prediction.

## When to use coupled Newton

Newton's method linearizes both equations at the current $(I,T)$:

$$\begin{pmatrix}F_I&F_T\\H_I&H_T\end{pmatrix}
\begin{pmatrix}\delta I\\\delta T\end{pmatrix}
=-\begin{pmatrix}F\\H\end{pmatrix}.$$

The entry $F_T$ carries the feedback that alternation leaves for the next sweep. The other off-diagonal entry, $H_I$, is already used within a sweep, because the thermal solve takes the new current. At the solution the determinant is

$$F_IH_T-F_TH_I=F_IH_T\left(1-\frac{H_IF_T}{H_TF_I}\right)=F_IH_T(1-g).$$

For the transistor take $F=I-Ku^2$ and $H=T_0\ln(T/T_0)-R_0V_DI$. Then $F_I=1+2KuR_s>0$ and $H_T=T_0/T>0$, so the matrix is regular unless $g=1$. The values $g=-1.22$ and $g=1.39$ are both harmless.

To see the convergence rate, collect the unknowns in $x$, the residuals in $r(x)$ and their derivatives in $J$. With $e_k=x_k-x^*$, expansion about $x_k$ gives $0=r(x^*)=r(x_k)-J_ke_k+O(|e_k|^2)$. The Newton update then yields

$$e_{k+1}=e_k-J_k^{-1}r(x_k)=O(|e_k|^2).$$

For the narrow transistor started at 300 K, the temperature error falls from 2.84 to 0.0167 and then to $5.8\times10^{-7}$ K. The ratios $0.0167/2.84^2$ and $5.8\times10^{-7}/0.0167^2$ both equal about 0.0021 K⁻¹, as quadratic convergence requires. Five steps bring the error below $10^{-6}$ K. For the wide transistor, a start at 380 K reaches the unstable point to the same accuracy in four steps.

Newton's convergence is also local. A distant start may lead elsewhere: for the wide transistor, a start at 600 K ends at the cool point near 303 K, after a first step to 152 K, below the sink temperature and with negative overdrive. A start at 650 K gives a negative temperature at the first step, so distant starts need a limit on the step size. Nor does convergence certify physical stability. After Newton has found a solution, $g$ should be evaluated.

Damping and Newton are related. Newton applied to the single equation $T-\Phi(T)=0$ gives

$$T_{k+1}=T_k+\frac{\Phi(T_k)-T_k}{1-\Phi'(T_k)}.$$

This is damping with a factor recomputed at every step. Near the solution it becomes $\omega=1/(1-g)$, which makes $\mu=0$. The values are 0.450 for the narrow device and $-2.56$ for the wide one.

The case $g=1$ is a physical limit as well as a numerical one. If a bias parameter $p$ changes, differentiating $T^*=\Phi(T^*,p)$ gives

$$\frac{dT^*}{dp}=\frac{\partial\Phi/\partial p}{1-g}.$$

Unless the numerator also vanishes, the temperature becomes arbitrarily sensitive to bias as $g\to1$. A continuation in current avoids this singularity here.

## Several transistors under one damping factor

Neighbours heat one another, so a gain computed for one transistor alone can mislead. For conductivity proportional to $1/T$, define $\tau=T_0\ln(T/T_0)$. Then $k\,dT=k_0\,d\tau$, and steady conduction is linear in $\tau$:

$$\tau_i=\sum_jR_{ij}P_j.$$

Assume that $R$ is symmetric and positive definite, and that each device's heat depends on its own temperature. With $D={\rm diag}(dP_i/d\tau_i)$, the gain matrix is $G=RD$. It is similar to the symmetric matrix

$$R^{-1/2}(RD)R^{1/2}=R^{1/2}DR^{1/2},$$

so its eigenvalues $\lambda$ are real. Small changes of temperature and of $\tau$ are related by $\delta T_i=(T_i/T_0)\,\delta\tau_i$. With $Q={\rm diag}(T_i/T_0)$, the gain matrix for the temperatures is therefore $QGQ^{-1}$, which has the same eigenvalues. Under damping of the temperatures, each error mode is multiplied by $1-\omega(1-\lambda)$. Positive damping can work if and only if $\lambda_{\max}<1$, and its window is then

$$0<\omega<\frac{2}{1-\lambda_{\min}}.$$

The same condition governs physical stability. With heat capacities $C_i$ at the transistor nodes, let $c={\rm diag}(C_iT_i/T_0)$. The linearized equation is $c\,d\delta\tau/dt=-(R^{-1}-D)\delta\tau$. Since $c$ is positive, stability requires $R^{-1}-D$ to be positive definite. Multiplication by $R^{1/2}$ on both sides preserves this property and gives $1-R^{1/2}DR^{1/2}$, which is positive definite precisely when $\lambda_{\max}<1$.

Consider two narrow transistors with self-resistance 6 K/W and mutual resistance 4 K/W. When both heat equally, each sees $6+4=10$ K/W and has the operating point found above. With its neighbour frozen, the gain is $0.6\times(-1.224)=-0.734$, which suggests convergence. The common mode, in which both temperatures move together, has gain $-1.224$. The difference mode has $0.2\times(-1.224)=-0.245$. Plain alternation of the pair diverges, as the test confirmed.

The best single factor balances the two extreme multipliers. Setting

$$1-\omega(1-\lambda_{\max})=-[1-\omega(1-\lambda_{\min})]$$

gives $\omega=2/(2-\lambda_{\max}-\lambda_{\min})$. For the pair this is $2/(2+0.245+1.224)=0.577$, and both multipliers have magnitude 0.282.

## Reading a run and choosing the setting

The gain can be estimated from the iteration itself. Near the solution, successive changes $d_k=T_{k+1}-T_k$ satisfy $d_{k+1}\approx\mu d_k$. With $\rho=d_{k+1}/d_k$ and fixed $\omega$,

$$g\approx1-\frac{1-\rho}{\omega}.$$

For the narrow transistor's plain sweeps, the first two changes are $-2.219$ and $2.718$ K. Their ratio, $-1.225$, agrees with the computed gain. With several devices, the ratio describes the mode that dominates the changes.

- For $-1<g<1$, plain alternation converges locally. Damping may still accelerate it when $g$ is negative.
- For $g<-1$, choose $\omega$ below $2/(1-g)$, near $1/(1-g)$ for one mode, or use coupled Newton.
- For $g>1$, do not keep reducing a positive $\omega$. Use coupled Newton, or prescribe the current at fixed $V_D$ and solve for $V_G$, if the point itself is wanted, and report that it is unstable under the original bias.
- For $g$ near 1, expect slow sweeps, an ill-conditioned Newton matrix and strong sensitivity to bias.

The stopping test must allow for damping. Since $d_k=-\omega(1-g)e_k$ near the solution,

$$|e_k|\approx\frac{|d_k|}{|\omega(1-g)|}.$$

A tiny $\omega$ produces tiny changes even when the error is large. The undamped residual $\Phi(T_k)-T_k$ is a better measure, and it too must be divided by $|1-g|$ to estimate the error.

The error algebra carries over to linear mixing of an electronic density, with $g$ replaced by the eigenvalues of that loop's Jacobian. If an eigenvalue is complex, let $z=1-\lambda$. The condition $|1-\omega z|^2=1-2\omega\,{\rm Re}\,z+\omega^2|z|^2<1$ gives $0<\omega<2\,{\rm Re}\,z/|z|^2$, provided ${\rm Re}\,z>0$. The link between $\lambda_{\max}<1$ and physical stability was derived here for heat flow and must not be transferred to the electronic problem without its own proof. The numerical output below lists the main values for both transistors and the pair.

## Numbers as computed

```
Sink temperature T0: 300 K
Thermal resistance R0: 10 K/W
Mobility exponent m: 2.5
Threshold slope a: 0.005 V/K
Threshold V0 at T0: 3 V
Source resistance R_s: 0.1 ohm
Heat capacity C: 0.01 J/K
Mobility-only temperature for g=-1: 447.5 K
Narrow: K0=0.015 A/V^2, V_G=15.00 V, V_D=30 V
Narrow temperature: 541.954 K
Narrow current: 0.5914 A
Narrow power: 17.742 W
Narrow overdrive u: 13.1506 V
Narrow loop gain g: -1.2238
Wide hot: K0=1.500 A/V^2, V_G=3.05 V, V_D=50 V
Wide hot temperature: 360.108 K
Wide hot current: 0.1096 A
Wide hot power: 5.479 W
Wide hot overdrive u: 0.3396 V
Wide hot loop gain g: 1.3903
Wide cool temperature: 303.088 K
Wide cool loop gain: 0.4447
Narrow plain errors from +1 K (K): 1.000 -1.219 1.499 -1.823 2.248 -2.726 3.373
Narrow first sweep from T0: 2414.8 K
Narrow two-cycle low: 318.9 K
Narrow two-cycle high: 1863.4 K
Narrow damping limit: 0.8994
Narrow best local omega: 0.4497
Narrow multiplier at omega=0.5: -0.1119
Narrow damped sweeps from T0 to 1e-6 K, omega=0.5: 11
Narrow drain voltage for g=-1: 19.013 V
Wide plain errors from +1 K (K): 1.000 1.395 1.949 2.729 3.830 5.395 7.640
Wide sweeps from +1 K to above 600 K: 14
Wide end point from -1 K: 303.088 K
Wide best local omega: -2.5620
Narrow Newton start: 300 K
Narrow Newton absolute errors (K): 2.42e+02 1.29e+02 3.66e+01 2.84e+00 1.67e-02 5.77e-07 6.91e-16
Narrow Newton steps to 1e-6 K: 5
Narrow Newton observed order: 2.000
Wide Newton start: 380 K
Wide Newton absolute errors (K): 1.99e+01 1.86e+00 3.04e-02 8.76e-06 7.31e-13 5.09e-27 2.46e-55
Wide Newton steps to 1e-6 K: 4
Wide Newton observed order: 2.000
Narrow transient rate: -12.310 1/s
Wide hot transient rate: 3.252 1/s
Pair resistances: self 6, mutual 4 K/W
Pair gain with neighbour frozen: -0.7343
Pair common-mode gain: -1.2238
Pair difference-mode gain: -0.2448
Random arrays: 213 stable, 87 unstable
```
